# REKS(2,2) Energy from Determinant Energies and Its Relation to Perfect-Pairing GVB: test program

```python
# Result under test: REKS(2,2) energy E = sum_L C_L E_L over the determinants
# (a abar, b bbar, a bbar, abar b, a b, abar bbar), core doubly occupied, with weights
# C = (na/2, nb/2, -f/2, -f/2, f/2, f/2), na+nb = 2, x = na*nb, real orbitals a, b.
# Exact exchange: E[a bbar]-E[a b] = K = (ab|ab); f = sqrt(x) gives the perfect-pairing
# GVB energy, whose minimum is CASSCF(2,2); the REKS interpolation
# f = x^(1-(x+delta)/(2(1+delta))) lies above it by (sqrt(x)-f)K.
# D = E[b bbar]-E[a abar]. Work is in hartree and bohr, output in aJ and pm.
import numpy as np, mpmath as mp
from scipy.constants import physical_constants as pc, N_A
from scipy.linalg import expm, expm_frechet
from scipy.optimize import brentq, minimize
from scipy.special import expit
from pyscf import gto, scf, dft, mcscf, fci, ao2mo
scf.hf.MUTE_CHKFILE = True
AJ = pc['Hartree energy'][0]*1e18
KJ = pc['Hartree energy'][0]*N_A/1e3
PM = 1e-12/pc['Bohr radius'][0]
delta = 0.4
slope = 0.5/(1 + delta)
XC = 'lda,vwn'
f_reks = lambda x: x**(1 - slope*(x + delta))
df_reks = lambda x: f_reks(x)*((1 - slope*(x + delta))/x - slope*np.log(x))
f_gvb = lambda x: x**0.5
df_gvb = lambda x: 0.5/np.sqrt(x)
def en(label, e): print(f"{label} = {e*AJ:.5f} aJ")
def main(label, e): print(f"{label} = {e*AJ:.5f} aJ = {e*KJ:.2f} kJ/mol")
def num(label, v, fmt='.5f'): print(f"{label} = {v:{fmt}} (dimensionless)")

def occupations(D, K, df):
    res = lambda s: 0.5*D - max(K, 1e-12)*df(4*expit(s)*expit(-s))*2*(expit(-s) - expit(s))
    s = brentq(res, -300, 300, xtol=1e-14)
    return 2*expit(-s), 2*expit(s)

def det_occ(n, nc):
    a, b = nc, nc + 1
    occ = np.zeros((6, 2, n)); occ[:, :, :nc] = 1
    for L, spins in enumerate([([a], [a]), ([b], [b]), ([a], [b]), ([b], [a]), ([a, b], []), ([], [a, b])]):
        for s in (0, 1): occ[L, s, spins[s]] = 1
    return occ
weights = lambda na, nb, f: np.array([na, nb, -f, -f, f, f])/2
det_dms = lambda mo, nc: np.einsum('pi,Lsi,qi->Lspq', mo, det_occ(mo.shape[1], nc), mo)

class Reks:
    """Ensemble energy, occupations optimized inside, orbitals C U0 exp(kappa)."""
    def __init__(s, mol, C, eps, nc, grids=None):
        s.mol, s.C, s.nc, s.grids, s.n = mol, C, nc, grids, C.shape[1]
        n = s.n
        s.h = C.T @ scf.hf.get_hcore(mol) @ C
        eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'), C, C, C, C, optimize=True)
        s.Jm = eri.reshape(n*n, n*n); s.Km = eri.transpose(0, 2, 1, 3).reshape(n*n, n*n)
        s.occ = det_occ(n, nc)[[0, 1, 2, 4]]      # spin-flipped partners are degenerate
        kind = np.array([2.0]*nc + [1.5, 0.5] + [0.0]*(n - nc - 2))
        s.p, s.q = np.where(kind[:, None] > kind[None, :])
        s.w = np.sqrt(np.maximum(2*abs((kind[s.p] - kind[s.q])*(eps[s.p] - eps[s.q])), 0.2))
    def __call__(s, y, U0, f, df):
        n = s.n
        kap = np.zeros((n, n)); kap[s.p, s.q] = y/s.w; kap -= kap.T.copy()
        U = U0 @ expm(kap)
        P = (U[None, None]*s.occ[:, :, None, :]) @ U.T
        Pt = P.sum(1); J = (Pt.reshape(4, -1) @ s.Jm).reshape(4, n, n)
        E = s.mol.energy_nuc() + ((s.h + 0.5*J)*Pt).sum((1, 2))
        F = np.repeat((s.h + J)[:, None], 2, axis=1)
        if s.grids is None:
            X = (P.reshape(8, -1) @ s.Km).reshape(4, 2, n, n)
            E -= 0.5*(X*P).sum((1, 2, 3)); F -= X
        else:
            for L in range(4):
                _, exc, v = dft.numint.NumInt().nr_uks(s.mol, s.grids, XC, s.C @ P[L] @ s.C.T)
                E[L] += exc; F[L] += s.C.T @ np.asarray(v) @ s.C
        na, nb = occupations(E[1] - E[0], E[2] - E[3], df)
        c = np.array([na/2, nb/2, -f(na*nb), f(na*nb)])
        G = 2*np.einsum('L,Lspi,Lsi->pi', c, F @ U, s.occ)
        M = expm_frechet(kap.T, U0.T @ G, compute_expm=False)
        s.U, s.E, s.nab = U, E, (na, nb)
        return c @ E, (M[s.p, s.q] - M[s.q, s.p])/s.w
    def optimize(s, U0, f, df):
        r = minimize(s, np.zeros(len(s.p)), args=(U0, f, df), jac=True, method='BFGS',
                     options=dict(gtol=1e-6, maxiter=600))
        e, g = s(r.x, U0, f, df)
        assert abs(g).max() < 1e-5
        return e

def pair_h(h, eri):   # two-electron Hamiltonian on (alpha orbital) x (beta orbital)
    return np.kron(h, np.eye(2)) + np.kron(np.eye(2), h) + eri.transpose(0, 2, 1, 3).reshape(4, 4)

# ---- interpolation function
nn = np.linspace(1e-4, 2 - 1e-4, 4001); xx = nn*(2 - nn)
assert np.all(f_reks(xx) <= np.sqrt(xx) + 1e-15) and np.all(np.diff(f_reks(xx), 2) < 0)
mp.mp.dps = 40
eta = mp.mpf('1e-3'); quart = (mp.sqrt(1 - eta**2) - f_reks(1 - eta**2))/eta**4
assert abs(quart - slope) < 1e-5
num("delta", delta, '.2f'); num("(sqrt x - f)/eta^4 at eta=1e-3", float(quart))
i = np.argmax(np.sqrt(xx) - f_reks(xx))
num("max of sqrt x - f", np.sqrt(xx[i]) - f_reks(xx[i]), '.4f'); num("  reached at x", xx[i], '.3f')
def nb_direct(ratio, f):   # bisection on the numerical derivative of nb*D/2 - K f, D = 1
    lo, hi = mp.mpf(-40), mp.mpf(0)
    for _ in range(50):
        mid = (lo + hi)/2
        if mp.diff(lambda t: t/2 - ratio*f(t*(2 - t)), mp.exp(mid)) < 0: lo = mid
        else: hi = mid
    return float(mp.exp(lo))
for name, f, df, p0 in (("GVB", f_gvb, df_gvb, 0.5), ("REKS", f_reks, df_reks, 1 - slope*delta)):
    n1, n2 = nb_direct(0.02, f), nb_direct(0.01, f)
    assert abs(occupations(1.0, 0.02, df)[1]/n1 - 1) < 1e-8
    assert abs(n1/(0.5*(4*p0*0.02)**(1/(1 - p0))) - 1) < 2e-3   # next order ~ (K/D)^2 for GVB
    assert abs(np.log2(n1/n2) - 1/(1 - p0)) < 5e-3
    num(f"{name} nb at K/D=0.02", n1, '.3e'); num(f"{name} power of K/D", np.log2(n1/n2), '.3f')

# ---- real versus complex orbitals: carbon 2p pair
atom = gto.M(atom='C 0 0 0', basis='sto-3g', spin=2, verbose=0)
ix = [atom.search_ao_label('2px')[0], atom.search_ao_label('2py')[0]]
assert np.allclose(atom.intor('int1e_ovlp')[np.ix_(ix, ix)], np.eye(2), atol=1e-8)
ep = atom.intor('int2e')[np.ix_(ix, ix, ix, ix)]
Hp = pair_h(scf.hf.get_hcore(atom)[np.ix_(ix, ix)], ep)
def coupling_and_split(a, b):
    ab = np.kron(a, b); trip = (ab - np.kron(b, a))/np.sqrt(2)
    return abs(np.kron(a, a).conj() @ Hp @ np.kron(b, b)), (ab.conj() @ Hp @ ab - trip.conj() @ Hp @ trip).real
cr, sr = coupling_and_split(np.array([1., 0]), np.array([0, 1.]))
cc, sc = coupling_and_split(np.array([1, 1j])/np.sqrt(2), np.array([1, -1j])/np.sqrt(2))
assert abs(cr - sr) < 1e-10 and cc < 1e-10 and abs(sc - 2*ep[0, 1, 0, 1]) < 1e-10 and sc > 0.01
en("C 2p real: coupling and split", cr); en("C 2p complex: coupling", cc); en("C 2p complex: split", sc)

# ---- twisted ethylene, 6-31G
rcc, rch, hcc, twist = 135.0, 108.0, 121.0, 60.0
print(f"C2H4/6-31G: rCC {rcc} pm, rCH {rch} pm, HCC {hcc} deg, twist {twist} deg")
zh = (rcc/2 - rch*np.cos(np.radians(hcc)))*PM; th = rch*np.sin(np.radians(hcc))*PM
ct, st = np.cos(np.radians(twist)), np.sin(np.radians(twist))
mol = gto.M(atom=[('C', (0, 0, -rcc/2*PM)), ('C', (0, 0, rcc/2*PM)), ('H', (th, 0, -zh)), ('H', (-th, 0, -zh)),
                  ('H', (th*ct, th*st, zh)), ('H', (-th*ct, -th*st, zh))], unit='Bohr', basis='6-31g', verbose=0)
mf = scf.RHF(mol); mf.conv_tol = 1e-11; mf.kernel(); assert mf.converged
nc, n = 7, mol.nao
uhf = scf.UHF(mol); uhf._eri = mf._eri
six = lambda mo: np.array([uhf.energy_tot(dm=d) for d in det_dms(mo, nc)])
# identity at arbitrary, unoptimized orbitals and occupations
rng = np.random.default_rng(1)
k = 0.05*rng.standard_normal((n, n)); k[nc, nc + 1] = 0.4; mo = mf.mo_coeff @ expm(k - k.T)
cas = mcscf.CASCI(mf, 2, 2)
h1, ecore = cas.get_h1eff(mo); h2 = ao2mo.restore(1, cas.get_h2eff(mo[:, nc:nc + 2]), 2)
E6 = six(mo); Kint = h2[0, 1, 0, 1]; act = mo[:, nc:nc + 2]
assert Kint > 1e-3 and abs(E6[2] - E6[4] - Kint) < 1e-9 and abs(E6[3] - E6[5] - Kint) < 1e-9
for nb in (0.05, 0.6, 1.0, 1.7):
    na = 2 - nb; ci = np.diag([np.sqrt(na/2), -np.sqrt(nb/2)])
    e_wf = ecore + fci.direct_spin1.energy(h1, h2, ci, 2, (1, 1))
    assert abs(weights(na, nb, f_gvb(na*nb)) @ E6 - e_wf) < 1e-9
    assert abs(weights(na, nb, f_reks(na*nb)) @ E6 - e_wf - (f_gvb(na*nb) - f_reks(na*nb))*Kint) < 1e-9
    dm_wf = 2*mo[:, :nc] @ mo[:, :nc].T + act @ fci.direct_spin1.make_rdm1(ci, 2, (1, 1)) @ act.T
    assert np.allclose(np.einsum('L,Lspq->pq', weights(na, nb, f_reks(na*nb)), det_dms(mo, nc)), dm_wf, atol=1e-10)
# lowest singlet of the 2x2 active space takes the pairing form in its natural orbitals
sym = np.array([[1, 0, 0, 0], [0, 2**-0.5, 2**-0.5, 0], [0, 0, 0, 1]])
w, v = np.linalg.eigh(sym @ pair_h(h1, h2) @ sym.T)
cnat, rot = np.linalg.eigh((v[:, 0] @ sym).reshape(2, 2))
assert cnat[0]*cnat[1] < 0 and abs(v[1, 0]) > 1e-2
mo2 = mo.copy(); mo2[:, nc:nc + 2] = act @ rot; na, nb = 2*cnat**2
assert abs(weights(na, nb, f_gvb(na*nb)) @ six(mo2) - ecore - w[0]) < 1e-9
# orbital gradient against finite differences
R = Reks(mol, mf.mo_coeff, mf.mo_energy, nc); I = np.eye(n)
y0 = 0.03*rng.standard_normal(len(R.p)); d = rng.standard_normal(len(R.p)); d /= np.linalg.norm(d)
g0 = R(y0, I, f_reks, df_reks)[1] @ d
fd = (R(y0 + 1e-4*d, I, f_reks, df_reks)[0] - R(y0 - 1e-4*d, I, f_reks, df_reks)[0])/2e-4
assert abs(g0 - fd) < 1e-6
# full minimization against CASSCF(2,2)
mc = mcscf.CASSCF(mf, 2, 2); mc.conv_tol = 1e-10; mc.kernel(); assert mc.converged
assert abs(mc.fcisolver.spin_square(mc.ci, 2, (1, 1))[0]) < 1e-6
ncas = np.linalg.eigvalsh(mc.fcisolver.make_rdm1(mc.ci, 2, (1, 1)))
e_gvb = R.optimize(I, f_gvb, df_gvb); Ug, Eg, (na, nb) = R.U, R.E, R.nab
D, K = Eg[1] - Eg[0], Eg[2] - Eg[3]
assert abs(e_gvb - mc.e_tot) < 1e-7 and abs(1 - D/np.hypot(D, 2*K) - ncas[0]) < 1e-4
assert abs(0.5*(Eg[0] + Eg[1]) - np.hypot(D/2, K) - mc.e_tot) < 1e-7
names = ("E[a abar]", "E[b bbar]", "E[a bbar]", "E[a b]")
en("RHF", mf.e_tot); en("CASSCF(2,2)", mc.e_tot); en("GVB, ensemble with f=sqrt x", e_gvb)
for t, e in zip(names, Eg): en("GVB orbitals " + t, e)
en("GVB D", D); en("GVB K", K); num("GVB na", na); num("GVB nb", nb); num("GVB x", na*nb)
num("GVB sqrt x", f_gvb(na*nb)); num("REKS f at GVB x", f_reks(na*nb))
bound = (f_gvb(na*nb) - f_reks(na*nb))*K; en("(sqrt x - f)K at GVB optimum", bound)
e_reks = R.optimize(Ug, f_reks, df_reks); Er, (na, nb) = R.E, R.nab
assert e_gvb < e_reks < mf.e_tot and e_reks - e_gvb < bound
assert abs(weights(na, nb, f_reks(na*nb)) @ six(mf.mo_coeff @ R.U) - e_reks) < 1e-9
for t, e in zip(names, Er): en("REKS orbitals " + t, e)
en("REKS D", Er[1] - Er[0]); en("REKS K", Er[2] - Er[3])
num("REKS na", na); num("REKS nb", nb); num("REKS x", na*nb); num("REKS f", f_reks(na*nb))
en("REKS, exact exchange", e_reks)
main("GVB - RHF", e_gvb - mf.e_tot); main("REKS - RHF", e_reks - mf.e_tot); main("REKS - GVB", e_reks - e_gvb)
# with LDA the coupling bracket is a pure exchange-correlation difference
uks = dft.UKS(mol); uks.xc = XC; uks.grids.level = 1; uks.grids.build(); uks._eri = mf._eri
dms = det_dms(mf.mo_coeff @ Ug, nc)[2:]
El = np.array([uks.energy_tot(dm=x) for x in dms])
Ex = np.array([dft.numint.NumInt().nr_uks(mol, uks.grids, XC, x)[1] for x in dms])
assert abs(El[0] - El[2] - Ex[0] + Ex[2]) < 1e-8 and abs(El[0] - El[1]) < 1e-8 and abs(El[2] - El[3]) < 1e-8
en("LDA Delta at GVB orbitals", El[0] - El[2])

# ---- dissociated H2, LDA, cc-pVDZ
rhh = 1000.0
h2m = gto.M(atom=[('H', (0, 0, 0)), ('H', (0, 0, rhh*PM))], unit='Bohr', basis='cc-pvdz', symmetry=True, verbose=0)
rks = dft.RKS(h2m); rks.xc = XC; rks.grids.level = 2; rks.irrep_nelec = {'A1g': 2}; rks.kernel()
hat = dft.UKS(gto.M(atom='H 0 0 0', basis='cc-pvdz', spin=1, verbose=0))
hat.xc = XC; hat.grids.level = 2; hat.kernel(); assert rks.converged and hat.converged
S = Reks(h2m, np.array(rks.mo_coeff), np.array(rks.mo_energy), 0, rks.grids)
e_h2 = S.optimize(np.eye(h2m.nao), f_reks, df_reks)
assert abs(e_h2 - 2*hat.e_tot) < 2e-5      # molecular and atomic quadrature grids differ
assert abs(S.nab[0] - 1) < 1e-4 and np.ptp(S.E[:3]) < 1e-6 and rks.e_tot - e_h2 > 0.02
print(f"H2/cc-pVDZ, LDA: R {rhh} pm")
for t, e in zip(names, S.E): en("H2 " + t, e)
num("H2 na", S.nab[0]); en("H2 REKS-LDA", e_h2); en("2 E(H) UKS-LDA", 2*hat.e_tot)
en("H2 RKS-LDA", rks.e_tot); main("H2 RKS - REKS", rks.e_tot - e_h2)
print("tests ok")
```

Output:

```
delta = 0.40 (dimensionless)
(sqrt x - f)/eta^4 at eta=1e-3 = 0.35714 (dimensionless)
max of sqrt x - f = 0.1696 (dimensionless)
  reached at x = 0.144 (dimensionless)
GVB nb at K/D=0.02 = 7.990e-04 (dimensionless)
GVB power of K/D = 1.999 (dimensionless)
REKS nb at K/D=0.02 = 3.564e-09 (dimensionless)
REKS power of K/D = 7.000 (dimensionless)
C 2p real: coupling and split = 0.15812 aJ
C 2p complex: coupling = 0.00000 aJ
C 2p complex: split = 0.31624 aJ
C2H4/6-31G: rCC 135.0 pm, rCH 108.0 pm, HCC 121.0 deg, twist 60.0 deg
RHF = -339.72431 aJ
CASSCF(2,2) = -339.91238 aJ
GVB, ensemble with f=sqrt x = -339.91238 aJ
GVB orbitals E[a abar] = -339.71600 aJ
GVB orbitals E[b bbar] = -338.31959 aJ
GVB orbitals E[a bbar] = -339.04048 aJ
GVB orbitals E[a b] = -339.59975 aJ
GVB D = 1.39642 aJ
GVB K = 0.55928 aJ
GVB na = 1.78048 (dimensionless)
GVB nb = 0.21952 (dimensionless)
GVB x = 0.39085 (dimensionless)
GVB sqrt x = 0.62518 (dimensionless)
REKS f at GVB x = 0.50962 (dimensionless)
(sqrt x - f)K at GVB optimum = 0.06463 aJ
REKS orbitals E[a abar] = -339.71194 aJ
REKS orbitals E[b bbar] = -338.49794 aJ
REKS orbitals E[a bbar] = -339.12360 aJ
REKS orbitals E[a b] = -339.65051 aJ
REKS D = 1.21399 aJ
REKS K = 0.52692 aJ
REKS na = 1.63534 (dimensionless)
REKS nb = 0.36466 (dimensionless)
REKS x = 0.59634 (dimensionless)
REKS f = 0.71677 (dimensionless)
REKS, exact exchange = -339.86827 aJ
GVB - RHF = -0.18807 aJ = -113.26 kJ/mol
REKS - RHF = -0.14396 aJ = -86.69 kJ/mol
REKS - GVB = 0.04411 aJ = 26.56 kJ/mol
LDA Delta at GVB orbitals = 0.15682 aJ
H2/cc-pVDZ, LDA: R 1000.0 pm
H2 E[a abar] = -3.86210 aJ
H2 E[b bbar] = -3.86210 aJ
H2 E[a bbar] = -3.86210 aJ
H2 E[a b] = -4.16325 aJ
H2 na = 1.00000 (dimensionless)
H2 REKS-LDA = -4.16325 aJ
2 E(H) UKS-LDA = -4.16327 aJ
H2 RKS-LDA = -3.86999 aJ
H2 RKS - REKS = 0.29327 aJ = 176.61 kJ/mol
tests ok
```
